# Dissolution Time of a Thin Oxide Film in Its Metal: a program that tests the result

```python
"""Dissolution of a thin oxide film into its own metal.

Result under test: with a fixed, saturated metal surface the film vanishes at
    t0 = (pi/4) * (r*L)**2 / D
L: oxide thickness; D: oxygen diffusivity in the metal;
r: oxygen density of the oxide / oxygen density of saturated metal.
The moving-interface problem is also solved. P is the oxide volume divided by
the volume of the metal it contains, and q = r*P.
Lengths are in nm, times in s, and metal concentrations in units of saturation.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erf, erfc

# Inputs of the model
L = 5.0
r = 3.0
D_si = 1e-18
D = D_si / const.nano**2

# Rough typical values for zirconium dioxide on zirconium
P_real = 1.5
oxygen_density = 55.0       # atoms per nm^3 of oxide
activation_eV = 1.9
prefactor_si = 7e-6         # m^2/s
gas_temperature = 300.0     # K


def fixed_time(ratio):
    return np.pi * (ratio * L)**2 / (4 * D)


def front_constant(q):
    def balance(lam):
        return (np.sqrt(np.pi) * lam * np.exp(lam**2)
                * (1 + erf(lam)) * (q - 1) - 1)
    return brentq(balance, 0.0, 2.0, xtol=1e-15)


def moving_time(P):
    lam = front_constant(r * P)
    return (L / P)**2 / (4 * lam**2 * D)


def remaining_thickness(t):
    return L - 2 / r * np.sqrt(D * t / np.pi)


def discrete_uptake(depth, nodes=800):
    """Uptake of a metal layer, far side sealed, from a diagonalized operator."""
    h = depth / (nodes + 0.5)
    diagonal = np.full(nodes, -2.0)
    diagonal[-1] = -1.0
    rates, modes = eigh_tridiagonal(diagonal, np.ones(nodes - 1))
    weights = modes.sum(axis=0)**2

    def uptake(t):
        return depth - h * np.sum(weights * np.exp(rates * D * t / h**2))
    return uptake


def slab_series_time(depth):
    """Fixed-interface time for finite metal, from the Fourier series."""
    odd = 2 * np.arange(200) + 1

    def missing(t):
        decay = np.exp(-odd**2 * np.pi**2 * D * t / (4 * depth**2))
        filled = 1 - np.sum(8 / (np.pi**2 * odd**2) * decay)
        return depth * filled - r * L
    return brentq(missing, 1.0, 2000.0)


def simulated_moving_time(P, oxide_cells=40):
    """Follow total oxygen per cell in the frame of the metal lattice."""
    q = r * P
    h = L / P / oxide_cells
    metal_cells = int(120 / h)
    content = np.concatenate([np.full(oxide_cells, q), np.zeros(metal_cells)])
    dt = 0.4 * h**2 / D
    for step in range(1, 200000):
        dissolved = np.minimum(content, 1.0)
        transfer = 0.4 * (dissolved[:-1] - dissolved[1:])
        content[:-1] -= transfer
        content[1:] += transfer
        if content[0] <= 1.0:
            return step * dt
    raise RuntimeError("oxide did not dissolve in the simulated time")


t0 = fixed_time(r)

# The profile obeys the diffusion equation and has the stated surface flux.
x, t, d = sp.symbols("x t d", positive=True)
profile = sp.erfc(x / (2 * sp.sqrt(d * t)))
assert sp.simplify(sp.diff(profile, t) - d * sp.diff(profile, x, 2)) == 0
surface_flux = -d * sp.diff(profile, x).subs(x, 0)
assert sp.simplify(surface_flux - sp.sqrt(d / (sp.pi * t))) == 0

# At t0 the metal holds exactly the oxygen of the original film.
width = 2 * np.sqrt(D * t0)
inventory = quad(lambda z: erfc(z / width), 0, 12 * width, limit=200)[0]
assert abs(inventory / (r * L) - 1) < 1e-7

# Discretized diffusion gives the same complete and half dissolution times.
thick_uptake = discrete_uptake(150.0)
t_numeric = brentq(lambda s: thick_uptake(s) - r * L, 1.0, 1000.0)
t_half_numeric = brentq(lambda s: thick_uptake(s) - r * L / 2, 1.0, 1000.0)
assert abs(t_numeric / t0 - 1) < 5e-4       # finite grid spacing
assert abs(t_half_numeric / (t0 / 4) - 1) < 1e-3
assert abs(remaining_thickness(t_half_numeric) - L / 2) < 2e-3

# Finite metal: series against discretized diffusion.
slab_times = {}
for depth in (20.0, 30.0):
    slab_times[depth] = slab_series_time(depth)
    uptake = discrete_uptake(depth)
    numeric = brentq(lambda s: uptake(s) - r * L, 1.0, 2000.0)
    assert abs(numeric / slab_times[depth] - 1) < 5e-4

# Moving interface: inventory and direct simulation.
moving, simulated = {}, {}
for P in (1.0, P_real):
    moving[P] = moving_time(P)
    lam = front_constant(r * P)
    width_m = 2 * np.sqrt(D * moving[P])
    held = quad(lambda z: erfc(z / width_m) / erfc(-lam),
                -L / P, 12 * width_m, limit=200)[0]
    assert abs(held / (r * L) - 1) < 1e-7
    simulated[P] = simulated_moving_time(P)
    # The front advances cell by cell, each cell being 2.5% of the film.
    assert abs(simulated[P] / moving[P] - 1) < 0.015

# Large-q expansion: the remainder must fall at least as 1/q^2.
slope = 2 * (1 - 2 / np.pi)
for q in (3.0, 30.0, 300.0):
    exact_ratio = 1 / (np.pi * q**2 * front_constant(q)**2)
    assert abs(exact_ratio - (1 - slope / q)) < 0.1 / q**2

# Subtracting saturation but keeping the fixed-interface flux is too fast.
t_inconsistent = fixed_time(r - 1)
assert t_inconsistent < 0.7 * simulated[1.0]
assert simulated[1.0] < simulated[P_real] < t_numeric

# Temperature at which the rough Arrhenius law gives the chosen diffusivity
k_eV = const.k / const.e
T = activation_eV / (k_eV * np.log(prefactor_si / D_si))


def arrhenius(temp):
    return prefactor_si * np.exp(-activation_eV / (k_eV * temp))


assert abs(arrhenius(T) / D_si - 1) < 1e-10
time_hotter = t0 * D_si / arrhenius(T + 10)
time_colder = t0 * D_si / arrhenius(T - 10)

# Residual oxygen gas: arrival rate checked by averaging over velocities.
mass_O2 = 32 * const.atomic_mass


def oxygen_arrival(pressure_torr):
    pressure = pressure_torr * const.torr
    molecules = pressure / np.sqrt(2 * np.pi * mass_O2 * const.k
                                   * gas_temperature)
    return 2 * molecules * const.nano**2


test_pressure = 1e-6
number_density = test_pressure * const.torr / (const.k * gas_temperature)
thermal_speed = np.sqrt(const.k * gas_temperature / mass_O2)
mean_inward = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi), 0, 12)[0]
arrival_average = (2 * number_density * thermal_speed * mean_inward
                   * const.nano**2)
assert abs(arrival_average / oxygen_arrival(test_pressure) - 1) < 1e-7
film_oxygen = oxygen_density * L
mean_loss = film_oxygen / t0
pressure_one_percent = 0.01 * mean_loss / oxygen_arrival(1.0)

print(f"Oxide thickness L: {L:.1f} nm")
print(f"Oxygen ratio r: {r:.1f}")
print(f"Diffusivity D: {D_si:.1e} m^2/s = {D:.3f} nm^2/s")
print(f"Equivalent saturated metal depth r*L: {r*L:.1f} nm")
print(f"Fixed-interface time t0: {t0:.1f} s = {t0/60:.2f} min")
print(f"Same time, discretized diffusion: {t_numeric:.1f} s")
print(f"Half-dissolution time: {t0/4:.1f} s")
print(f"Same half time, discretized: {t_half_numeric:.1f} s")
print(f"Diffusion length 2*sqrt(D*t0): {width:.1f} nm")
for fraction in (0.1, 0.5):
    print(f"Oxide left at {fraction:.1f} t0: "
          f"{remaining_thickness(fraction*t0):.2f} nm")
for P in (1.0, P_real):
    print(f"P = {P:.1f}: q = {r*P:.1f}, lambda = {front_constant(r*P):.4f}")
    print(f"  moving-interface time: {moving[P]:.1f} s")
    print(f"  direct simulation: {simulated[P]:.1f} s")
    print(f"  t/t0: {moving[P]/t0:.3f}; expansion: {1-slope/(r*P):.3f}")
    print(f"  t0 is too long by {100*(t0/moving[P]-1):.1f} %")
print(f"Expansion coefficient 2(1-2/pi): {slope:.4f}")
print(f"Inconsistent estimate with r-1: {t_inconsistent:.1f} s")
print(f"Least metal thickness, fixed interface: {r*L:.1f} nm")
for depth, value in slab_times.items():
    print(f"Fixed-interface time, {depth:.0f} nm metal: {value:.1f} s")
print(f"Rough activation energy: {activation_eV:.1f} eV")
print(f"Rough diffusion prefactor: {prefactor_si:.1e} m^2/s")
print(f"Temperature for chosen D: {T:.0f} K")
print(f"t0 at 10 K hotter: {time_hotter:.0f} s")
print(f"t0 at 10 K colder: {time_colder:.0f} s")
print(f"Rough oxide oxygen density: {oxygen_density:.0f} atoms/nm^3")
print(f"Oxygen in film: {film_oxygen:.0f} atoms/nm^2")
print(f"Mean oxygen loss rate: {mean_loss:.2f} atoms/(nm^2 s)")
print(f"Gas temperature: {gas_temperature:.0f} K")
print(f"Oxygen atom arrival at {test_pressure:.0e} Torr O2: "
      f"{oxygen_arrival(test_pressure):.2f} atoms/(nm^2 s)")
print(f"O2 pressure for 1% resupply: {pressure_one_percent:.1e} Torr")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Oxide thickness L: 5.0 nm
Oxygen ratio r: 3.0
Diffusivity D: 1.0e-18 m^2/s = 1.000 nm^2/s
Equivalent saturated metal depth r*L: 15.0 nm
Fixed-interface time t0: 176.7 s = 2.95 min
Same time, discretized diffusion: 176.7 s
Half-dissolution time: 44.2 s
Same half time, discretized: 44.2 s
Diffusion length 2*sqrt(D*t0): 26.6 nm
Oxide left at 0.1 t0: 3.42 nm
Oxide left at 0.5 t0: 1.46 nm
P = 1.0: q = 3.0, lambda = 0.2169
  moving-interface time: 132.9 s
  direct simulation: 132.8 s
  t/t0: 0.752; expansion: 0.758
  t0 is too long by 33.0 %
P = 1.5: q = 4.5, lambda = 0.1371
  moving-interface time: 147.8 s
  direct simulation: 147.7 s
  t/t0: 0.836; expansion: 0.838
  t0 is too long by 19.6 %
Expansion coefficient 2(1-2/pi): 0.7268
Inconsistent estimate with r-1: 78.5 s
Least metal thickness, fixed interface: 15.0 nm
Fixed-interface time, 20 nm metal: 190.7 s
Fixed-interface time, 30 nm metal: 177.1 s
Rough activation energy: 1.9 eV
Rough diffusion prefactor: 7.0e-06 m^2/s
Temperature for chosen D: 745 K
t0 at 10 K hotter: 119 s
t0 at 10 K colder: 264 s
Rough oxide oxygen density: 55 atoms/nm^3
Oxygen in film: 275 atoms/nm^2
Mean oxygen loss rate: 1.56 atoms/(nm^2 s)
Gas temperature: 300 K
Oxygen atom arrival at 1e-06 Torr O2: 7.17 atoms/(nm^2 s)
O2 pressure for 1% resupply: 2.2e-09 Torr
ALL CHECKS PASSED
```
